# The common focus of exponential absorption edges, part 1

(Sections cited here and not found follow in the second part.)

## The focus and what it requires

Take an absorption edge that rises exponentially with photon energy $E$. At a first temperature it rises by a factor $e$ for every energy step $w$, and it reaches a chosen absorption level $\alpha_r$ at the photon energy $g$. At a second, higher temperature the edge is twice as wide, so that it needs a step $2w$ for each factor $e$, and it reaches the same level at a lower energy, $g-Bw$, where $B$ is a positive number. The two edges are

$$
\alpha_1=\alpha_r\,e^{(E-g)/w},\qquad
\alpha_2=\alpha_r\,e^{(E-g+Bw)/(2w)} .
$$

They are equal where their exponents are equal. Multiplying that condition by $2w$ gives

$$
2(E-g)=E-g+Bw\quad\Longrightarrow\quad E=g+Bw .
$$

At this energy the first exponent is $Bw/w=B$, so both absorptions equal $\alpha_r e^{B}$. Two straight lines of different slope on a logarithmic plot have to cross somewhere, and so far nothing more has been found. A third edge makes the difference. Let its width be $3w$, and let the gap fall by a further $Bw$, to $g-2Bw$. At $E=g+Bw$ its exponent is

$$
\frac{(g+Bw)-(g-2Bw)}{3w}=\frac{3Bw}{3w}=B .
$$

The third edge passes through the same point. Equal steps in width were accompanied by equal steps in gap, and that is the property on which the common crossing rests.

For the general case, let the exponential part of the edge at temperature $T$ be

$$
\alpha(E,T)=\alpha_r\exp\!\left[\frac{E-E_g(T)}{E_U(T)}\right].
\tag{1}
$$

The width $E_U$ is the Urbach energy: a small value means a steep edge. The gap $E_g$ is defined here as the photon energy at which the absorption reaches the fixed level $\alpha_r$. This level is the same at all temperatures, and it must lie on the exponential part of the spectrum. A gap defined in this way is called an iso-absorption gap. The definition is a convention, but the result depends on it, as will be seen below.

The assumed relation between gap and width is

$$
E_g(T)=A-B\,E_U(T),
\tag{2}
$$

with $A$ and $B$ independent of temperature. The constant $A$ is an energy, and $B$ has no unit. A gap that decreases as the width grows has $B>0$. Nothing is assumed about how either quantity depends on temperature; only the relation between them matters.

Taking the logarithm of (1) and inserting (2) gives

$$
\ln\frac{\alpha}{\alpha_r}
=\frac{E-A+B E_U}{E_U}
=B+\frac{E-A}{E_U}.
\tag{3}
$$

The width in the numerator has cancelled against the width in the denominator and left the constant $B$. Temperature now enters through the last term alone, and this term vanishes at $E=A$. All the extrapolated edges therefore pass through the point

$$
E_f=A,\qquad \alpha_f=\alpha_r\,e^{B}.
\tag{4}
$$

This is the focus. It is unique as soon as two different widths occur, because two straight lines with different slopes $1/E_U$ cross once. In terms of the focus, (3) becomes

$$
\alpha(E,T)=\alpha_f\exp\!\left[-\frac{E_f-E}{E_U(T)}\right],
\tag{5}
$$

since $\ln\alpha_f=\ln\alpha_r+B$. Two constants and one function of temperature now describe the whole family of exponential edges.

The energy coordinate has a simple meaning. According to (2), $A$ is the value that the gap would take if the straight line of gap against width were continued to zero width. The height of the focus measures the slope of that line: a gap that falls strongly for a given increase of width puts the focus at a high absorption. When $B=0$ the edges turn about the gap itself, and the focus is at $E_g$ and $\alpha_r$. When $B<0$ the gap rises as the edge broadens, and the focus lies below the gap in energy and below $\alpha_r$ in absorption. If the width stays constant while the gap moves, relation (2) cannot hold, the edges are parallel, and there is no focus at a finite energy.

The rate at which the absorption changes at a fixed photon energy shows why the lines turn about a point. Differentiating the logarithm of (1) with respect to temperature gives two terms, one from the gap and one from the width:

$$
\frac{\partial\ln\alpha}{\partial T}
=-\frac{1}{E_U}\frac{dE_g}{dT}
-\frac{E-E_g}{E_U^2}\frac{dE_U}{dT}.
$$

With $dE_g/dT=-B\,dE_U/dT$ from (2), this becomes

$$
\frac{\partial\ln\alpha}{\partial T}
=\frac{BE_U-(E-E_g)}{E_U^2}\frac{dE_U}{dT}
=\frac{E_f-E}{E_U^2}\frac{dE_U}{dT},
\tag{6}
$$

where the last step uses $E_g+BE_U=A=E_f$. If heating widens the edge and narrows the gap, the first term raises the absorption at every energy. The second raises it below the gap and lowers it above the gap, because a flatter line through a given point is lower on the right of that point. At a distance $BE_U$ above the gap the two contributions cancel. The gap moves with temperature, and so does this distance, but their sum stays fixed.

The linear relation is also necessary. Suppose that all edges of the form (1) pass through one point $(E_f,\alpha_f)$. Then $\ln(\alpha_f/\alpha_r)=(E_f-E_g)/E_U$ at each temperature, and solving for the gap gives

$$
E_g=E_f-E_U\ln\frac{\alpha_f}{\alpha_r}.
$$

This is relation (2) with $A=E_f$ and $B=\ln(\alpha_f/\alpha_r)$. For edges of the form (1), a common focus and a linear relation between gap and width are thus the same statement.

When the relation is not quite linear, each pair of edges has its own crossing. For edges $i$ and $j$ the condition is

$$
\frac{E-E_{gi}}{E_{Ui}}=\frac{E-E_{gj}}{E_{Uj}} .
$$

Multiplying by both widths and collecting the terms in $E$ gives $E(E_{Uj}-E_{Ui})=E_{gi}E_{Uj}-E_{gj}E_{Ui}$, so that

$$
E_{ij}=\frac{E_{gi}E_{Uj}-E_{gj}E_{Ui}}{E_{Uj}-E_{Ui}}
=E_{gi}-E_{Ui}\,s_{ij},\qquad
s_{ij}=\frac{E_{gj}-E_{gi}}{E_{Uj}-E_{Ui}} .
\tag{7}
$$

The second form follows on writing $E_{gi}E_{Uj}=E_{gi}(E_{Uj}-E_{Ui})+E_{gi}E_{Ui}$ in the numerator. Inserting it in the exponent of edge $i$ gives the height of the crossing,

$$
\ln\frac{\alpha_{ij}}{\alpha_r}=\frac{E_{ij}-E_{gi}}{E_{Ui}}=-s_{ij}.
\tag{8}
$$

In a plot of gap against width, $s_{ij}$ is the slope of the chord through the two points, and $E_{ij}$ is the place where this chord meets the axis of zero width. The plot therefore shows directly whether a focus exists: the points must lie on one straight line. For neighbouring edges the chord becomes a tangent. If the gap is a smooth function $g(x)$ of the width $x$, the crossing is at

$$
E_\times(x)=g(x)-x\,g'(x),\qquad
\frac{dE_\times}{dx}=-x\,g''(x).
\tag{9}
$$

Any curvature of the relation makes the crossing drift, and the drift is weighted by the width itself.

The level $\alpha_r$ was chosen freely, so the focus should not depend on it. Let another level on the exponential part be $\alpha_r'=\alpha_r e^{q}$, with $q$ the same at all temperatures. Setting the exponent in (1) equal to $q$ gives the new gap,

$$
E_g'=E_g+qE_U=A-(B-q)E_U .
\tag{10}
$$

The new gap is again linear in the width, with $A'=A$ and $B'=B-q$. The height of the focus becomes $\alpha_r'e^{B'}=\alpha_re^{q}e^{B-q}=\alpha_re^{B}$, as before. Equation (10) also shows that the shift of the edge with temperature depends on the level at which it is read. As long as both levels lie below $\alpha_f$, so that $B-q$ is positive, a gap read at the lower level moves more than one read at the higher level, and a statement of how fast the gap shifts is incomplete without its level.

The argument fails for a gap whose height on the exponential changes with temperature. A gap found by extrapolating a square law is of this kind unless a further condition holds. Suppose that above the exponential part the absorption follows

$$
\alpha=K\,(E-E_T)^2,
\tag{11}
$$

where $E_T$ is the square-law gap and $K$ a prefactor. The additional factor of photon energy used in some versions of this law is treated as constant. In the numerical example below, keeping it raises the crossings by 6 to 10 meV, and the focus found for $K\propto1/E_U^2$ then holds only to within a few meV. Let the two parts join with equal value and equal slope. The logarithmic slope of (11) is $2/(E-E_T)$, and that of the exponential is $1/E_U$. The join is therefore at

$$
E_j=E_T+2E_U,\qquad \alpha_j=4KE_U^2 .
\tag{12}
$$

Below the join, the exponential that starts from this point is

$$
\alpha=\alpha_j\,e^{(E-E_j)/E_U}
=4KE_U^2\,e^{-2}\,e^{(E-E_T)/E_U}.
\tag{13}
$$

Continued to $E=E_T$, the exponential has the height $4KE_U^2e^{-2}$. If $K$ is constant, this height grows as the square of the width. Now let the square-law gap obey a linear relation, $E_T=A_T-B_TE_U$. The exponent in (13) becomes $B_T+(E-A_T)/E_U$, but the prefactor still contains $E_U^2$. For two edges of widths $x$ and $y$, with $D=E-A_T$, the common constants drop out and equality requires

$$
2\ln x+\frac{D}{x}=2\ln y+\frac{D}{y}.
$$

Since $1/x-1/y=(y-x)/(xy)$, the solution is

$$
D=\frac{2xy\,\ln(y/x)}{y-x}\;\longrightarrow\;2x\quad\text{as }y\to x .
\tag{14}
$$

The limit follows from $\ln(y/x)\approx(y-x)/x$. With constant $K$ the crossing of neighbouring edges lies $2E_U$ above $A_T$ and moves upward as the edges widen. There is no common focus, although a gap decreases linearly with the Urbach energy.

The focus returns if $K$ varies as $1/E_U^2$, for then the joining level $\alpha_j$ is constant. Equation (13) gives the focus at the energy $A_T$ and the height $\alpha_je^{B_T-2}$. To compare this with (4), put $L=\ln(\alpha_j/\alpha_r)$. The fixed-level gap lies $LE_U$ below the join, so $E_g=E_T+(2-L)E_U$, and therefore

$$
A=A_T,\qquad B=B_T-2+L .
\tag{15}
$$

Both descriptions then give the same point. The condition for the focus can thus be stated in terms of either gap, provided that the level of the exponential at that gap is known not to change.

## A thermal model, a film and its departures

In this half, $E_U$ is the Urbach energy and $E_g$ the photon energy at which the exponential edge reaches the fixed level $\alpha_r$. If $E_g=A-BE_U$ with constant $A$ and $B$, all extrapolated edges meet at $E_f=A$ and $\alpha_f=\alpha_re^{B}$, and $\alpha=\alpha_f\exp[-(E_f-E)/E_U]$ on the exponential part. Two edges cross where the chord through their points, in a plot of gap against width, meets the axis of zero width. Above a joining level $\alpha_j$ the absorption follows $K(E-E_T)^2$, with $\alpha_j=4KE_U^2$ and $E_T=A_T-B_TE_U$.

A linear relation between gap and width arises if both change in proportion to the mean square displacement of the same lattice vibration. Consider a vibration of angular frequency $\omega$ treated as a harmonic oscillator, with mean occupation

$$
n(T)=\frac{1}{e^{\hbar\omega/kT}-1}.
$$

Its mean energy is $\hbar\omega(n+\tfrac12)$, and half of this is potential energy. For an effective mass $M$ and displacement $u$ this means $\tfrac12M\omega^2\langle u^2\rangle=\tfrac12\hbar\omega(n+\tfrac12)$, so the mean square displacement is proportional to $n+\tfrac12$. The model assumes that the thermal parts of the width and of the gap are both proportional to this mean square displacement, and that static disorder adds a constant $E_s$ to the width:

$$
E_U=E_s+c_U\left(n+\tfrac12\right),\qquad
E_g=E_b-c_g\left(n+\tfrac12\right).
\tag{16}
$$

Here $E_b$ is the gap without the vibrational term, and $c_U$ and $c_g$ are positive coupling energies. The first equation gives $n+\tfrac12=(E_U-E_s)/c_U$. Inserting this in the second,

$$
E_g=E_b-\frac{c_g}{c_U}(E_U-E_s)
=\left(E_b+\frac{c_g}{c_U}E_s\right)-\frac{c_g}{c_U}E_U ,
$$

and comparison with the linear law gives

$$
B=\frac{c_g}{c_U},\qquad A=E_b+BE_s .
\tag{17}
$$

The occupation has dropped out, so the relation holds from the lowest temperatures, where both quantities level off, to high temperatures, where both become linear in $T$. The width never falls below $E_s+c_U/2$ in this model. Zero width, at which the gap would equal $A$, is thus a point of extrapolation and not a state that cooling can reach.

Exponential edges of different widths share a focus exactly when the fixed-level gap is linear in the Urbach energy, and a model in which both follow the same lattice vibration gives this relation. It remains to work out the focus for a numerical example and to see how far departures from the assumptions, and errors in the fits, move the crossings.
